SIMS Measures Total Dopant Concentration, Not Active Doping

**Definitions and conventions**

Let x be the depth below the surface of an implanted and annealed semiconductor. Two concentrations must be kept apart.

The chemical concentration C(x) counts all dopant atoms per unit volume, wherever they sit. The active concentration n(x) counts those that supply a carrier. In the model used here an isolated dopant atom sits on a lattice site and supplies one carrier, while a dopant atom in a cluster supplies none. Then C − n is the concentration of clustered atoms. Concentrations are in cm⁻³ and their depth integrals, called doses, in cm⁻².

In secondary-ion mass spectrometry (SIMS) a primary ion beam erodes the surface. Some of the ejected atoms leave as ions, which are sorted by mass and counted. The counts at the dopant mass, recorded during erosion, become a depth profile. The claim to be examined is that this profile is n(x). The counter-example is a pair of samples with the same SIMS profile and different active doping.

**Two samples with one chemical profile**

Both samples have the Gaussian profile

C(x) = C₀ exp[−(x − R)²/(2w²)], x > 0,

with R = 40 nm, w = 15 nm and retained dose Q = 1.00×10¹⁵ cm⁻². These, like the other parameters below, are round model values and describe no particular dopant. The peak C₀ follows from the dose. With the substitution t = (x − R)/(√2 w),

Q = C₀ √2 w ∫ exp(−t²) dt, from t = −R/(√2 w) to ∞,

Q = C₀ w √(π/2) [1 + erf(R/(√2 w))].

The bracket is nearly 2, because little of the Gaussian is cut off by the surface. Ignoring the cut gives C₀ ≈ Q/(√(2π) w) = 10¹⁵/(37.6×10⁻⁷) = 2.66×10²⁰ cm⁻³; the full formula gives 2.67×10²⁰ cm⁻³.

In sample A every dopant atom is isolated, so n = C. In sample B the anneal has let groups of m = 4 atoms form inactive clusters, without moving the profile. Let c be the number of clusters per unit volume. Clusters form at a rate k₁nᵐ and dissolve at a rate k₂c. In the steady state the two rates are equal:

c = K nᵐ, K = k₁/k₂.

Each cluster holds m dopant atoms, so the clustered atoms have concentration mKnᵐ. Define n* as the active concentration at which half the atoms are clustered. There mK(n*)ᵐ = n*, hence mK = (n*)^(1−m), and

C = n + mKnᵐ = n[1 + (n/n*)^(m−1)].

This is a model of neutral clusters, with no dependence on the Fermi level. Take n* = 1.00×10²⁰ cm⁻³. At the peak the solution is n = 1.116×10²⁰ cm⁻³, as substitution confirms:

1.116 × (1 + 1.116³) = 1.116 × 2.39 = 2.67, in units of 10²⁰ cm⁻³.

The clustered fraction there is 1.39/2.39 = 58%.

Two limits show how the active profile differs from the chemical one. For n ≪ n* the second term in the bracket is negligible and n ≈ C. For n ≫ n* it dominates, so C ≈ nᵐ/(n*)^(m−1), and n grows as C^(1/m), here as the fourth root. Clustering therefore flattens the top of the active profile and leaves its dilute edges almost unchanged.

**What SIMS reports for the two samples**

Let the analysed area be a square of side 60 μm, so A = 3.6×10⁻⁵ cm², and let counts be collected over depth intervals Δz = 1 nm = 10⁻⁷ cm. At the peak one interval contains

C₀AΔz = 2.67×10²⁰ × 3.6×10⁻⁵ × 10⁻⁷ = 9.61×10⁸

dopant atoms. The useful yield η is the probability that a sputtered dopant atom is ionized, transmitted and counted. Take η = 10⁻³, the same for isolated and clustered atoms; this physical premise is examined below. The mean count is then 9.61×10⁵ in both samples.

Counts become concentrations through a standard: a separate implant of known atomic dose in the same matrix, measured under the same conditions. With I_D the dopant counts and I_M the counts of a matrix ion, one writes

C = RSF × I_D/I_M,

where RSF is the relative sensitivity factor. Integrating this over the standard must return its dose:

RSF = Q_std/(Δz Σ I_D/I_M).

The simulated standard, with dose 5×10¹⁴ cm⁻², gives RSF = 2.777×10²⁰ cm⁻³. The profiles recovered from simulated counts, including counting noise, are these, in units of 10²⁰ cm⁻³:

| x (nm) | SIMS, A | SIMS, B | n in B |
|---|---|---|---|
| 10.5 | 0.387 | 0.385 | 0.368 |
| 25.5 | 1.671 | 1.672 | 0.929 |
| 40.5 | 2.666 | 2.665 | 1.116 |
| 55.5 | 1.564 | 1.564 | 0.902 |
| 70.5 | 0.338 | 0.339 | 0.327 |

The SIMS columns agree to within noise, while the last column is far below them near the peak. The recovered doses are 9.996×10¹⁴ cm⁻² for A and 1.000×10¹⁵ cm⁻² for B.

A sharper comparison uses all intervals with enough counts. If a and b are independent Poisson counts with equal means, a − b has mean zero and a variance estimated by a + b. The average of (a − b)²/(a + b) should then be close to 1. It is 1.13 for the two samples. With about 100 intervals the expected scatter of this average is about √(2/100) = 0.14, so the counts show no significant difference.

**What the carriers report**

The active dose of sample B, the integral of n, is 5.52×10¹⁴ cm⁻², or 55% of the atomic dose. The sheet resistance shows the difference directly. A thin layer of thickness dx has sheet conductance q n μ dx, where q is the elementary charge and μ the mobility. Layers side by side conduct in parallel, so their conductances add:

R_s = 1/(q ∫ nμ dx).

The layer is taken to be electrically isolated from the substrate. The model mobility falls with active concentration:

μ = 50 + 400/[1 + (n/(2×10¹⁷))^0.7], in cm²/(V s).

The results are 115 Ω/square for A and 199 Ω/square for B. Someone who reads the SIMS profile of B as active doping predicts 115 Ω/square, which is 42% below the true value.

The ratio of resistances, 1.73, is a little smaller than the inverse ratio of active doses, 1/0.552 = 1.81. To see why, define the carrier-averaged mobility μ̄ = ∫nμ dx/∫n dx, so that R_s = 1/(q μ̄ ∫n dx). For A,

μ̄ = 1/(1.602×10⁻¹⁹ × 1.00×10¹⁵ × 115.1) = 54.2 cm²/(V s),

and for B the same calculation with 5.52×10¹⁴ and 199.3 gives 56.7 cm²/(V s). In this model the lower active concentration in B brings a slightly higher mobility, which offsets a small part of the carrier loss. The size of the offset belongs to the model law, which is nearly flat near 10²⁰ cm⁻³ and lets clusters scatter no carriers. A mobility that still falls markedly in this range gives a larger offset, and scattering by clusters a smaller one.

The error also affects predictions. If the implanted dose is doubled at fixed profile shape, the SIMS dose doubles, but the active dose of the clustered sample rises by a factor of 1.37. The limits on this factor follow from the clustering law. With r = n/n*, taking logarithms of C = n(1 + r³) and differentiating gives

d ln C/d ln n = 1 + 3r³/(1 + r³) = (1 + 4r³)/(1 + r³).

This lies between 1 and 4, so d ln n/d ln C lies between 1 and 1/4. Doubling C thus multiplies n at each depth by a factor between 2^(1/4) = 1.19 and 2, and the integral of n obeys the same limits.

**The correct general statement**

Consider a dilute dopant in one matrix under steady sputtering, with detector dead time and background corrected. Broadening of the profile in depth by ion mixing is neglected. The signal is the monatomic dopant ion.

(a) If every sputtered dopant atom has the same useful yield, whatever its former site, the mean calibrated signal is C(x) and does not depend on how C is divided between isolated and clustered atoms.

(b) If the yield depends on the former site but is zero for neither population, the signal is a weighted sum of the two populations, and that one signal still does not determine either of them.

**Proof of (a).** Let an interval contain N₁ isolated and N₂ clustered dopant atoms. Assign to each atom a variable that is 1 if the atom is counted and 0 if not. Its mean is η. The mean of a sum is the sum of the means, even when the variables are correlated, so

⟨I_D⟩ = ηN₁ + ηN₂ = η(N₁ + N₂) = ηAΔz C.

The division into N₁ and N₂ has dropped out. For the calibration, let M be the mean matrix count per interval. Neglecting noise, the standard gives Σ I_D/I_M = (ηAΔz/M) Σ C_std. Since Δz Σ C_std = Q_std,

RSF = Q_std/[(ηA Δz/M) Q_std] = M/(ηAΔz).

Multiplying this by ⟨I_D⟩/M returns C, which proves the statement. With M = 10⁶, the value used in the simulation, RSF = 10⁶/(10⁻³ × 3.6×10⁻¹²) = 2.78×10²⁰ cm⁻³, in agreement with the value from the simulated standard.

The standard enters through its atomic dose alone. It may be an unannealed implant with hardly any active dopants and still calibrate the scale correctly. A scale set without reference to carriers cannot acquire an electrical meaning when it is applied to another sample.

**Proof of (b).** Let clustered atoms have useful yield βη, with β > 0, and let the scale be calibrated for isolated atoms. The mean count is ηAΔz[n + β(C − n)], so the apparent concentration is

C_app = n + β(C − n).

This is one equation for two unknowns. Choose any n between 0 and C_app. Solving for C gives

C = n + (C_app − n)/β,

which is not less than n and is therefore an admissible total. Each such pair (n, C) produces the same mean signal. One of them is n = C = C_app, a sample with no clusters at all. The signal therefore cannot tell whether clusters are present, which proves the statement.

For sample B with β = 0.9, the formula predicts an apparent dose of

5.52×10¹⁴ + 0.9 × 4.48×10¹⁴ = 9.55×10¹⁴ cm⁻²,

and the simulated measurement gives 9.55×10¹⁴ cm⁻². Compared with sample A the change is plain: the average of (a − b)²/(a + b) rises to about 400. Equal yield is thus a real condition for the equality of the two profiles. Taken alone, however, the profile can be read as that of a sample without clusters, with 4.5% less dopant and a slightly flatter peak. To extract the clustered part one would need β and either C or n from elsewhere.

**Why equal yield is a reasonable premise**

The proof of (a) rests on a physical premise that the simulation assumes and does not establish. The argument for it is one of energy and surroundings. Primary ions arrive with energies from a few hundred eV to several keV, while bonds in the solid have energies of a few eV. The collisions mix the near-surface region and break bonds before and during ejection. Whether an ejected atom leaves as an ion depends strongly on the chemical state of the bombarded surface. For a dilute dopant, that state is set mainly by the matrix and the primary beam.

The argument weakens when dopant-rich precipitates are large enough to form a local matrix of their own. Yield and erosion rate may then both change, and the calibration from a dilute standard is no longer secure. Precipitates larger than the lateral resolution may also appear in an ion image. Molecular ions containing two dopant atoms may carry some information on clustering, although mixing can also bring together atoms that were not neighbours before. None of these signals counts carriers. Even a perfect count of isolated atoms would fall short of that, since an isolated dopant may sit off a lattice site or be compensated by a defect.

**Could the noise reveal the clusters?**

Statement (a) concerns the mean. Atoms of one cluster lie together, so they might be counted together and make the signal noisier. The size of this effect can be calculated if each atom is detected independently of the others, with probability η. The most favourable case is then that all atoms of a cluster are sputtered within the same interval.

Let the numbers of isolated atoms and of clusters in an interval be independent Poisson variables with means N̄₁ and K̄. The counts from isolated atoms are then Poisson, with mean and variance ηN̄₁. A cluster yields k counts, where k is binomial with m trials of probability η:

⟨k⟩ = mη, Var(k) = mη(1 − η).

The total from a random number of clusters has two sources of variance, the spread of k and the spread in the number of clusters. For a Poisson number both are weighted by K̄:

Var = K̄ Var(k) + K̄⟨k⟩² = K̄[mη(1 − η) + m²η²] = K̄mη[1 + (m − 1)η].

Add the isolated atoms, and let f = mK̄/(N̄₁ + mK̄) be the clustered fraction. The total mean is η(N̄₁ + mK̄), and

variance/mean = 1 + (m − 1)ηf.

The excess over 1 comes from pairs of atoms in the same cluster that are both counted, which is why it contains an additional factor η. If mixing spreads the atoms of a cluster over several intervals, some of these pairs are lost and the excess shrinks. The independent Poisson assumption is itself favourable. Clusters that form without moving the profile take their atoms from isolated ones about a nanometre away, so a surplus of clusters in an interval comes with a deficit of isolated atoms. This lowers the excess, the more so the thicker the interval. The excess computed below is therefore an upper estimate, and the number of intervals needed a lower one.

With an artificially high yield of 0.20, m = 4 and f = 0.5, the formula gives 1.300, and an atom-by-atom simulation gives 1.301. At the peak of sample B, with η = 10⁻³, the excess is

3 × 10⁻³ × 0.582 = 1.746×10⁻³.

For large, nearly Gaussian counts, a variance estimated from N repeated intervals has a relative standard error of about √(2/N), and the error of the mean is negligible beside it. The excess equals one standard error when

N = 2/(1.746×10⁻³)² ≈ 6.6×10⁵.

One profile through a layer about 100 nm deep supplies about a hundred intervals of 1 nm, and their means differ. With independent detection and one total count recorded per interval, the noise of a single such profile does not reveal the clusters, even with a perfectly stable instrument. Sorting the same counts by position within the analysed area would give more samples of the variance, a case this estimate does not cover. If the atoms of one cluster tended to be ionized together, the excess would be larger. In the extreme case where all four are counted or none, it would be (m − 1)f = 1.75 at the peak.

**Measuring the active part**

Activation has to be measured through the carriers. In a Hall measurement with magnetic field B normal to the layer, and with μB ≪ 1 in SI units, a thin layer contributes qnμ dx to the longitudinal sheet conductance and qnμ²B dx to the transverse one. The Hall factor is taken as 1 and signs are dropped. Contributions from parallel layers add:

S_xx = q∫nμ dx, S_xy = qB∫nμ² dx.

Inverting the conductance tensor gives the transverse sheet resistance S_xy/(S_xx² + S_xy²) ≈ S_xy/S_xx², since S_xy ≪ S_xx. For a single uniform layer this equals B/(q × sheet density). The sheet density inferred from the measurement is therefore

n_H = B S_xx²/(q S_xy) = (∫nμ dx)²/∫nμ² dx.

Write nμ as √n × √n μ. The Cauchy–Schwarz inequality then gives (∫nμ dx)² ≤ ∫n dx ∫nμ² dx, so

n_H ≤ ∫n dx,

with equality when the mobility is the same wherever there are carriers. For sample B, n_H = 5.46×10¹⁴ cm⁻², which is 1.2% below the active dose. Divided by the SIMS dose it gives an activation of 55%. This is the proper joint use of the two methods: the Hall measurement supplies the numerator and SIMS the denominator. The 1.2% deficit is specific to the model mobility and grows when μ varies more across the layer. The Hall factor must also be known, since the inferred density is inversely proportional to it. With a factor of 0.75 the same sample would read 0.546/0.75 = 73%, and n_H would exceed the active dose.

Sheet resistance with SIMS can also give an active dose, if the mobility is known. It does not by itself give the active profile. Suppose sample B is analysed with a different rule, in which n equals C up to a cap and stays at the cap where C is larger. A cap of 9.39×10¹⁹ cm⁻³ reproduces the same 199 Ω/square from the same C(x). The active dose is again 5.52×10¹⁴ cm⁻², but the true peak of n is 19% above the cap. The resistance fixes ∫nμ dx. Because the model mobility varies little at these concentrations, its average is nearly the same in both descriptions and the dose is nearly fixed as well, while its distribution in depth is not. With a mobility that depends more strongly on n, the inferred dose depends more on the assumed rule.

A depth-resolved n(x) requires electrical data at several depths. Define S₁ = ∫nμ dx = 1/(qR_s) and S₂ = ∫nμ² dx = S₁²/n_H. Remove a thin layer of thickness Δx without disturbing the rest, and measure again. The decreases are ΔS₁ = nμΔx and ΔS₂ = nμ²Δx. Their ratio ΔS₂/ΔS₁ is the local mobility, and

n = (ΔS₁)²/(ΔS₂ Δx).

This is the carrier density of the removed layer. It assumes that the new surface does not deplete the carriers beneath it. Since ΔS₁ and ΔS₂ are small differences of nearly equal numbers, measurement errors are strongly amplified when Δx is a small part of the layer.

**When the two profiles coincide**

There are conditions under which a SIMS profile is a good estimate of active doping. In the clustering model n/C = 1/[1 + (n/n*)³]. For n to be within 1% of C, (n/n*)³ must not exceed 0.0101, so n ≤ 0.216 n* and C ≤ 0.218 n*, or about 2.2×10¹⁹ cm⁻³ here. At a depth of 10.5 nm, where C = 3.86×10¹⁹ cm⁻³, n is already 5% lower.

In such a dilute region the SIMS profile may stand in for n(x), provided that the anneal has placed the dopants on lattice sites, that they are ionized, and that defects do not compensate them. That agreement is a property of the sample, and it takes an electrical measurement to establish it. The numerical output below lists the inputs and results for both samples.

Calculated quantities

```
Retained atomic dose: 1.000e+15 cm^-2
Profile centre, width parameter: 40.0, 15.0 nm
Atoms per cluster: 4
Half-clustering active concentration: 1.000e+20 cm^-3
Useful yield: 1.0e-03 ions/atom
Gated square side: 60.0 um
Depth interval: 1.0 nm
Mean matrix counts per interval: 1.00e+06
Standard atomic dose: 5.000e+14 cm^-2
Standard centre, width: 80.0, 25.0 nm
RSF from standard: 2.7772e+20 cm^-3
Peak total concentration: 2.6698e+20 cm^-3
Peak active concentration: 1.1164e+20 cm^-3
Clustered atom fraction at peak: 58.18 %
Mean dopant counts at peak: 9.6114e+05
Depth nm | C true | SIMS isolated | SIMS clustered | n active (cm^-3)
10.5 | 3.860e+19 | 3.870e+19 | 3.852e+19 | 3.677e+19
25.5 | 1.673e+20 | 1.671e+20 | 1.672e+20 | 9.289e+19
40.5 | 2.668e+20 | 2.666e+20 | 2.665e+20 | 1.116e+20
55.5 | 1.565e+20 | 1.564e+20 | 1.564e+20 | 9.024e+19
70.5 | 3.378e+19 | 3.379e+19 | 3.390e+19 | 3.265e+19
SIMS dose, isolated sample: 9.9960e+14 cm^-2
SIMS dose, clustered sample: 1.0000e+15 cm^-2
Reduced chi-square, equal yields: 1.133
Relative clustered-atom yield in unequal case: 0.90
SIMS dose, unequal yields: 9.5499e+14 cm^-2
Dose formula, unequal yields: 9.5524e+14 cm^-2
Reduced chi-square, unequal yields: 398.8
Noise test yield: 0.20 ions/atom
Noise test variance/mean, simulated: 1.3008
Noise test variance/mean, formula: 1.3000
Excess variance/mean at profile peak: 1.7455e-03
Intervals for one-sigma noise detection: 6.56e+05
Mobility minimum, span: 50.0, 400.0 cm^2/(V s)
Mobility reference concentration: 2.00e+17 cm^-3
Mobility exponent: 0.70
Active dose: 5.5240e+14 cm^-2
Active fraction of atomic dose: 55.24 %
Hall sheet density: 5.4566e+14 cm^-2
Hall density / active dose: 0.9878
Sheet resistance, isolated sample: 115.09 ohm/square
Sheet resistance, clustered sample: 199.34 ohm/square
Resistance if SIMS is read as active: 115.09 ohm/square
True / wrongly predicted resistance: 1.732
Cap fitted to same resistance: 9.3871e+19 cm^-3
Active dose in cap model: 5.5213e+14 cm^-2
Peak n, cluster model / cap model: 1.189
Active dose after doubling atomic dose: 7.5692e+14 cm^-2
Active-dose factor on doubling: 1.370
```
